# Three Lowest-Landau-Level Electrons at L = 9: Hard-Core Diagonalization and Laughlin's State: a program that tests the result

```python
"""
Three spin-polarized electrons in the lowest Landau level, total angular
momentum L = 9, interaction H = V1 * sum over pairs of the projector on
relative angular momentum 1.
Result under test: H has exactly one zero-energy state, the Laughlin state
prod_{i<j} (z_j - z_i)^3 * Gaussian, and the other levels are
E_K / V1 = 1 + (-1/2)^(K-1) * (3K - 4),  K = 3, 5, 6, 7, 8, 9.
Symbols: m = orbital angular momentum, S = angular momentum of a pair,
l = relative angular momentum of a pair, V_l = pair energy at that l.
Lengths are in magnetic lengths unless a unit is given.
"""
from itertools import permutations
from math import factorial, sqrt, pi, exp
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.special import eval_laguerre, gamma


def determinants(L):
    return [(a, b, L - a - b) for a in range(L + 1)
            for b in range(a + 1, L + 1) if L - a - b > b]


def pair_amplitude(a, b):
    """Closed form: pair determinant (a<b) on relative momentum 1."""
    S = a + b
    return (sqrt(2) * 2 ** (-S / 2) * (b - a)
            * sqrt(factorial(S - 1) / (factorial(a) * factorial(b))))


def removal_matrix(L):
    """Rows: orbital left after removing a pair with l = 1."""
    basis = determinants(L)
    B = np.zeros((L + 1, len(basis)))
    for col, (a, b, c) in enumerate(basis):
        B[c, col] += pair_amplitude(a, b)
        B[b, col] -= pair_amplitude(a, c)
        B[a, col] += pair_amplitude(b, c)
    return B


def pair_matrix(S, V):
    """Pair interaction from diagonalizing relative angular momentum."""
    R = np.eye(S + 1) * S / 2
    for m in range(S):
        R[m, m + 1] = R[m + 1, m] = -0.5 * sqrt((m + 1) * (S - m))
    values, vectors = np.linalg.eigh(R)
    assert np.allclose(values, np.arange(S + 1), atol=1e-9)
    return (vectors * np.asarray(V)[:S + 1]) @ vectors.T


def product_basis(L):
    return [(a, b, L - a - b) for a in range(L + 1)
            for b in range(L - a + 1)]


def product_hamiltonian(L, V):
    """All three pairs, in the basis without any exchange symmetry."""
    states = product_basis(L)
    index = {s: n for n, s in enumerate(states)}
    matrices = [pair_matrix(S, V) for S in range(L + 1)]
    H = np.zeros((len(states), len(states)))
    for s in states:
        for i, j in ((0, 1), (0, 2), (1, 2)):
            S = s[i] + s[j]
            for m in range(S + 1):
                t = list(s)
                t[i], t[j] = m, S - m
                H[index[tuple(t)], index[s]] += matrices[S][m, s[i]]
    return H


def antisymmetrizer(L):
    """Isometry from normalized determinants to product states."""
    states = product_basis(L)
    index = {s: n for n, s in enumerate(states)}
    basis = determinants(L)
    T = np.zeros((len(states), len(basis)))
    for col, d in enumerate(basis):
        for p in permutations(range(3)):
            sign = round(np.linalg.det(np.eye(3)[list(p)]))
            T[index[tuple(d[k] for k in p)], col] = sign / sqrt(6)
    return T


def level(K):
    return 1 + (-0.5) ** (K - 1) * (3 * K - 4)


def only(l_value, size=13):
    V = np.zeros(size)
    V[l_value] = 1.0
    return V


# Orbital normalization used to turn coefficients into amplitudes
for m in range(9):
    radial = quad(lambda r: r ** (2 * m + 1) * exp(-r * r / 2), 0, 20)[0]
    assert abs(radial / (2 ** m * factorial(m)) - 1) < 1e-7

# Spectrum and number of zero-energy states for a range of L
zero_counts = {}
for L in range(3, 13):
    T = antisymmetrizer(L)
    H_def = T.T @ product_hamiltonian(L, only(1)) @ T
    B = removal_matrix(L)
    assert np.allclose(H_def, B.T @ B, atol=1e-10)
    energies = np.linalg.eigvalsh(H_def)
    nonzero = [level(K) for K in range(3, L + 1) if K != 4]
    expected = sorted(nonzero + [0.0] * (len(energies) - len(nonzero)))
    assert np.allclose(energies, expected, atol=1e-9)
    zero_counts[L] = int(np.sum(np.abs(energies) < 1e-9))
    symmetric_polynomials = sum(
        1 for a in range(13) for b in range(a, 13) for c in range(b, 13)
        if a + b + c == L - 9)
    assert zero_counts[L] == symmetric_polynomials

# The L = 9 problem
L = 9
basis = determinants(L)
T = antisymmetrizer(L)
H = T.T @ product_hamiltonian(L, only(1)) @ T
energies, vectors = np.linalg.eigh(H)

# Laughlin polynomial expanded symbolically
z1, z2, z3 = sp.symbols("z1 z2 z3")
poly = sp.Poly(sp.expand(((z2 - z1) * (z3 - z1) * (z3 - z2)) ** 3),
               z1, z2, z3)
coeffs = [int(poly.coeff_monomial(z1**a * z2**b * z3**c))
          for a, b, c in basis]
norms = [factorial(a) * factorial(b) * factorial(c) for a, b, c in basis]
total = sum(d * d * n for d, n in zip(coeffs, norms))
weights = [sp.Rational(d * d * n, total) for d, n in zip(coeffs, norms)]
laughlin = np.array([d * sqrt(n / total) for d, n in zip(coeffs, norms)])
overlap = abs(laughlin @ vectors[:, 0])
assert abs(overlap - 1) < 1e-10
assert np.linalg.norm(H @ laughlin) < 1e-10

# Exact integer constraints and their null space
constraints = sp.zeros(L, len(basis))
for col, (a, b, c) in enumerate(basis):
    constraints[c, col] += b - a
    constraints[b, col] -= c - a
    constraints[a, col] += c - b
null = constraints.nullspace()
assert len(null) == 1
ref = basis.index((0, 3, 6))
assert list(null[0] / null[0][ref]) == coeffs

# Pair content of the Laughlin state
pair_numbers = {}
for l in range(L + 1):
    P = T.T @ product_hamiltonian(L, only(l)) @ T
    pair_numbers[l] = float(laughlin @ P @ laughlin)
assert abs(pair_numbers[1]) < 1e-10
assert abs(sum(pair_numbers.values()) - 3) < 1e-9
assert abs(sum(l * n for l, n in pair_numbers.items()) - 13.5) < 1e-9

# Rough GaAs heterojunction scale
field, temperature = 15.0, 0.1              # T, K
permittivity, mass, g_factor = 12.9, 0.067, 0.44
mean_depth_nm, mobility = 8.0, 1.0e6        # nm, cm^2/Vs
e, hbar = const.e, const.hbar
meV = 1e-3 * e
length = sqrt(hbar / (e * field))
coulomb = e**2 / (4 * pi * const.epsilon_0 * permittivity * length) / meV
cyclotron = hbar * e * field / (mass * const.m_e) / meV
zeeman = g_factor * const.physical_constants["Bohr magneton"][0] * field / meV
thermal = const.k * temperature / meV
broadening = hbar * e / (mass * const.m_e * mobility * 1e-4) / meV
density = e * field / const.h / 3 * 1e-4
decay = 3 / (mean_depth_nm * 1e-9 / length)  # density ~ z^2 exp(-decay z)


def form_factor(q):
    x = q / decay
    return (1 + 9 * x / 8 + 3 * x * x / 8) / (1 + x) ** 3


def layer_density(z):
    return decay**3 * z * z * exp(-decay * z) / 2


direct = 2 * dblquad(
    lambda y, x: layer_density(x) * layer_density(y) * exp(-(x - y)),
    0, 40 / decay, 0, lambda x: x)[0]
assert abs(direct - form_factor(1.0)) < 1e-6


def pseudopotentials(factor):
    return np.array([quad(lambda q: factor(q) * eval_laguerre(l, q * q)
                          * exp(-q * q), 0, 10, limit=200)[0]
                     for l in range(L + 1)])


thin = pseudopotentials(lambda q: 1.0)
thick = pseudopotentials(form_factor)
for l in range(L + 1):
    weight = 2 ** (2 * l + 1) * factorial(l)
    real_space = quad(lambda r: r ** (2 * l) * exp(-r * r / 4) / weight,
                      0, 30, limit=200)[0]
    assert abs(real_space - thin[l]) < 1e-7
    assert abs(gamma(l + 0.5) / (2 * factorial(l)) - thin[l]) < 1e-7

# One reversed spin: total spin 1/2 is what remains of the functions
# antisymmetric in the two equal spins after removing full antisymmetry
states = product_basis(L)
index = {s: n for n, s in enumerate(states)}
swap = np.zeros((len(states), len(states)))
for a, b, c in states:
    swap[index[(b, a, c)], index[(a, b, c)]] = 1
values, vecs = np.linalg.eigh((np.eye(len(states)) - swap) / 2 - T @ T.T)
low_spin = vecs[:, values > 0.5]
assert np.allclose(values * (1 - values), 0, atol=1e-9)

coulomb_results = {}
for name, V in (("thin", thin), ("thick", thick)):
    H_full = product_hamiltonian(L, V)
    E, U = np.linalg.eigh(T.T @ H_full @ T)
    E_low = np.linalg.eigvalsh(low_spin.T @ H_full @ low_spin)
    coulomb_results[name] = (abs(U[:, 0] @ laughlin),
                             (E[1] - E[0]) * coulomb,
                             (E_low[0] - E[0]) * coulomb,
                             E[0] * coulomb)
mean_energy = sum(pair_numbers[l] * thin[l] for l in range(L + 1)) * coulomb
assert mean_energy >= coulomb_results["thin"][3] - 1e-9
V1 = thin[1] * coulomb

print("determinant: Laughlin coefficient, weight")
for d, c, w in zip(basis, coeffs, weights):
    print(f" {d}: {c:4d}, {w} = {float(w):.5f}")
print("H/V1 in the same basis order (Laughlin sign convention):")
for row in H:
    print(" " + " ".join(f"{x + 0.0:8.4f}" for x in row))
print("integer constraints, row = orbital k left over:")
for k in range(L - 1, -1, -1):
    print(f" k={k}: {[int(x) for x in constraints[k, :]]}")
print("levels at L=9 (V1):")
print(" " + " ".join(f"{abs(x):.6f}" for x in energies))
print("E_K (V1), K=3,5,6,7,8,9:")
print(" " + " ".join(f"{level(K):.6f}" for K in (3, 5, 6, 7, 8, 9)))
print(f"overlap of null vector with Laughlin: {overlap:.10f}")
print("zero-energy states, L=3..12:", list(zero_counts.values()))
print("mean pair numbers, l=1,3,5,7,9:")
print(" " + " ".join(f"{abs(pair_numbers[l]):.6f}" for l in (1, 3, 5, 7, 9)))
print(f"inputs: B={field} T, T={temperature} K, eps={permittivity}")
print(f" mass={mass} m_e, |g|={g_factor}, depth={mean_depth_nm} nm")
print(f" mobility={mobility:.1e} cm2/Vs")
print(f"magnetic length: {length * 1e9:.3f} nm")
print(f"density at filling 1/3: {density:.3e} cm^-2")
print(f"Coulomb scale e^2/(4 pi eps l): {coulomb:.3f} meV")
print("thin V_l, l=1,3,5 (meV):",
      " ".join(f"{thin[l] * coulomb:.3f}" for l in (1, 3, 5)))
print("thick V_l, l=1,3,5 (meV):",
      " ".join(f"{thick[l] * coulomb:.3f}" for l in (1, 3, 5)))
print(f"V1-only gap at L=9: {energies[1] * V1:.3f} meV"
      f" = {energies[1] * V1 * meV / const.k:.1f} K")
print(f"thin Coulomb energy of Laughlin state: {mean_energy:.4f} meV")
print(f"thin Coulomb ground energy: {coulomb_results['thin'][3]:.4f} meV")
for name, (ov, gap, spin, _) in coulomb_results.items():
    print(f"{name} Coulomb: overlap {ov:.6f}, gap {gap:.3f} meV")
    print(f" lowest spin-1/2 minus polarized: {spin:.3f} meV, no Zeeman")
print(f"cyclotron energy: {cyclotron:.3f} meV")
print(f"Coulomb scale / cyclotron energy: {coulomb / cyclotron:.3f}")
print(f"mixing size V1^2/cyclotron energy: {V1**2 / cyclotron:.3f} meV")
print(f"Zeeman energy: {zeeman:.3f} meV; kT: {thermal:.5f} meV")
print(f"broadening hbar/tau from mobility: {broadening:.4f} meV")
print("all good")
```

Running it gives:

```
determinant: Laughlin coefficient, weight
 (0, 1, 8):    0, 0 = 0.00000
 (0, 2, 7):    0, 0 = 0.00000
 (0, 3, 6):    1, 1/31 = 0.03226
 (0, 4, 5):   -3, 6/31 = 0.19355
 (1, 2, 6):   -3, 3/31 = 0.09677
 (1, 3, 5):    6, 6/31 = 0.19355
 (2, 3, 4):  -15, 15/31 = 0.48387
H/V1 in the same basis order (Laughlin sign convention):
   1.2539   0.2734   0.2506   0.1023  -0.1654  -0.1169   0.0000
   0.2734   1.5000   0.3580   0.1462   0.2067   0.0000  -0.0924
   0.2506   0.3580   1.2656   0.1340   0.4330   0.3062   0.2421
   0.1023   0.1462   0.1340   0.8672   0.0000   0.5000  -0.1976
  -0.1654   0.2067   0.4330   0.0000   1.0781   0.3094  -0.1747
  -0.1169   0.0000   0.3062   0.5000   0.3094   1.2188   0.3953
   0.0000  -0.0924   0.2421  -0.1976  -0.1747   0.3953   0.5156
integer constraints, row = orbital k left over:
 k=8: [1, 0, 0, 0, 0, 0, 0]
 k=7: [0, 2, 0, 0, 0, 0, 0]
 k=6: [0, 0, 3, 0, 1, 0, 0]
 k=5: [0, 0, 0, 4, 0, 2, 0]
 k=4: [0, 0, 0, -5, 0, 0, 1]
 k=3: [0, 0, -6, 0, 0, -4, -2]
 k=2: [0, -7, 0, 0, -5, 0, 1]
 k=1: [-8, 0, 0, 0, 4, 2, 0]
 k=0: [7, 5, 3, 1, 0, 0, 0]
levels at L=9 (V1):
 0.000000 0.562500 0.843750 1.089844 1.265625 1.687500 2.250000
E_K (V1), K=3,5,6,7,8,9:
 2.250000 1.687500 0.562500 1.265625 0.843750 1.089844
overlap of null vector with Laughlin: 1.0000000000
zero-energy states, L=3..12: [0, 0, 0, 0, 0, 0, 1, 1, 2, 3]
mean pair numbers, l=1,3,5,7,9:
 0.000000 1.469758 0.979839 0.381048 0.169355
inputs: B=15.0 T, T=0.1 K, eps=12.9
 mass=0.067 m_e, |g|=0.44, depth=8.0 nm
 mobility=1.0e+06 cm2/Vs
magnetic length: 6.624 nm
density at filling 1/3: 1.209e+11 cm^-2
Coulomb scale e^2/(4 pi eps l): 16.851 meV
thin V_l, l=1,3,5 (meV): 7.467 4.667 3.675
thick V_l, l=1,3,5 (meV): 6.774 4.493 3.590
V1-only gap at L=9: 4.200 meV = 48.7 K
thin Coulomb energy of Laughlin state: 12.1212 meV
thin Coulomb ground energy: 12.0742 meV
thin Coulomb: overlap 0.990997, gap 2.340 meV
 lowest spin-1/2 minus polarized: 0.765 meV, no Zeeman
thick Coulomb: overlap 0.988903, gap 1.906 meV
 lowest spin-1/2 minus polarized: 0.684 meV, no Zeeman
cyclotron energy: 25.918 meV
Coulomb scale / cyclotron energy: 0.650
mixing size V1^2/cyclotron energy: 2.151 meV
Zeeman energy: 0.382 meV; kT: 0.00862 meV
broadening hbar/tau from mobility: 0.0173 meV
all good
```
